# Three Photons on Eight Click Detectors: The Probability of Three Clicks: a numerical check

```python
# Result under test: three photons in ONE input port of a balanced 8-output
# multiplexer with perfect click detectors give three clicks with probability
# (8*7*6)/8**3 = 21/32.
# Symbols: N outputs, eta total efficiency per photon, d dark-click probability
# per detector and gate, p_j probability that one photon leaves by output j.
# The device is a tree of 7 splitters, simulated in the full Fock space.
import itertools
import math
import numpy as np
from scipy.linalg import expm

N = 8
TREE = [(0, 4), (0, 2), (4, 6), (0, 1), (2, 3), (4, 5), (6, 7)]


def fock_basis(photons):
    states = []
    for places in itertools.combinations_with_replacement(range(N), photons):
        states.append(tuple(places.count(m) for m in range(N)))
    return states


def splitter_unitary(basis, i, j, kept):
    """exp[i theta (a_i^+ a_j + a_j^+ a_i)], with cos(theta)^2 = kept."""
    index = {s: k for k, s in enumerate(basis)}
    hop = np.zeros((len(basis), len(basis)))
    for s, k in index.items():
        if s[j] > 0:
            t = list(s)
            t[j] -= 1
            t[i] += 1
            hop[index[tuple(t)], k] = math.sqrt(s[j] * (s[i] + 1))
    theta = math.acos(math.sqrt(kept))
    return expm(1j * theta * (hop + hop.T))


def evolve(input_state, kept=0.5, splitters=TREE):
    """Output occupation probabilities for a given input Fock state."""
    basis = fock_basis(sum(input_state))
    psi = np.zeros(len(basis), complex)
    psi[basis.index(tuple(input_state))] = 1
    for i, j in splitters:
        psi = splitter_unitary(basis, i, j, kept) @ psi
    return dict(zip(basis, np.abs(psi) ** 2))


def click_distribution(occupation_probs, eta=1.0, d=0.0):
    """Probability of 0..N clicks, summed over all occupations."""
    total = np.zeros(N + 1)
    for occupation, prob in occupation_probs.items():
        dist = np.array([1.0])
        for n in occupation:
            silent = (1 - d) * (1 - eta) ** n
            dist = np.convolve(dist, [silent, 1 - silent])
        total += prob * dist
    return total


def distinct_by_enumeration(outputs):
    paths = itertools.product(range(outputs), repeat=3)
    return sum(len(set(path)) == 3 for path in paths)


# Ideal device, all photons in one port
one_port = (3, 0, 0, 0, 0, 0, 0, 0)
ideal = evolve(one_port)
clicks = click_distribution(ideal)
formula = N * (N - 1) * (N - 2) / N**3
assert abs(clicks[3] - formula) < 1e-11
assert abs(clicks[2] - 168 / 512) < 1e-11
assert abs(clicks[1] - 8 / 512) < 1e-11
assert abs(clicks.sum() - 1) < 1e-11
for occupation, prob in ideal.items():
    weight = 6 / math.prod(math.factorial(n) for n in occupation)
    assert abs(prob - weight / N**3) < 1e-11
mean_clicks = float(np.dot(np.arange(N + 1), clicks))
assert abs(mean_clicks - N * (1 - (1 - 1 / N) ** 3)) < 1e-11
count = distinct_by_enumeration(N)
assert count == math.comb(N, 3) * 6

# Identical photons in two ports of the first splitter: interference
two_port = (2, 0, 0, 0, 1, 0, 0, 0)
p3_two_port = click_distribution(evolve(two_port))[3]
assert abs(p3_two_port - 15 / 32) < 1e-11


def all_in_one_half(input_state):
    after_first = evolve(input_state, splitters=TREE[:1])
    return sum(p for s, p in after_first.items() if sum(s[:4]) in (0, 3))


bunch_one, bunch_two = all_in_one_half(one_port), all_in_one_half(two_port)
assert abs(bunch_one - 1 / 4) < 1e-11
assert abs(bunch_two - 3 / 4) < 1e-11
half_tree = distinct_by_enumeration(4) / 4**3
assert abs(bunch_two * half_tree + (1 - bunch_two) * 3 / 4
           - p3_two_port) < 1e-11


# Distinguishable photons in the same two ports: add path probabilities
def single_photon_outputs(port, kept=0.5):
    start = tuple(int(m == port) for m in range(N))
    result = evolve(start, kept)
    return np.array([result[tuple(int(m == j) for m in range(N))]
                     for j in range(N)])


from_0, from_4 = single_photon_outputs(0), single_photon_outputs(4)
p3_distinguishable = sum(from_0[a] * from_0[b] * from_4[c]
                         for a, b, c in itertools.permutations(range(N), 3))
assert abs(p3_distinguishable - formula) < 1e-11

# More outputs: enumeration against the product formula
larger = {}
for outputs in (8, 16, 32):
    larger[outputs] = distinct_by_enumeration(outputs) / outputs**3
    product = (1 - 1 / outputs) * (1 - 2 / outputs)
    assert abs(larger[outputs] - product) < 1e-12

# Neglected effects, rough values for a chip with nanowire detectors
detector_eff = 0.90
loss_db_per_layer = 0.1
layers = 3
kept = 0.52
dark_rate = 100.0        # 1/s
gate = 1e-9              # s
pulse_rate = 1e6         # 1/s
recovery = 20e-9         # s
tree_transmission = 10 ** (-loss_db_per_layer * layers / 10)
eta = detector_eff * tree_transmission
d = -math.expm1(-dark_rate * gate)

p3_detector = click_distribution(ideal, eta=detector_eff)[3]
p3_loss = click_distribution(ideal, eta=eta)[3]
assert abs(p3_detector - detector_eff**3 * formula) < 1e-11
assert abs(p3_loss - eta**3 * formula) < 1e-11

uneven = evolve(one_port, kept)
p3_uneven = click_distribution(uneven)[3]
p_out = single_photon_outputs(0, kept)
assert abs(p3_uneven - (1 - 3 * np.sum(p_out**2)
                        + 2 * np.sum(p_out**3))) < 1e-11

dark_change = click_distribution(ideal, d=d)[3] - clicks[3]
assert abs(dark_change / d + 21 / 16) < 1e-4

p3_all = click_distribution(uneven, eta=eta, d=d)[3]
residual = math.exp(-1 / (pulse_rate * recovery))
loss_change = p3_loss - clicks[3]
uneven_change = p3_uneven - clicks[3]
assert abs(loss_change) > abs(uneven_change) > abs(dark_change)

print("IDEAL DEVICE, three photons in one port")
print(f"number of outputs: {N}")
print(f"ordered photon paths: {N**3}")
print(f"paths with three different outputs: {count}")
print(f"sets of three outputs: {math.comb(N, 3)}")
print(f"probability of one given set: {ideal[(1,1,1,0,0,0,0,0)]:.6f}")
print(f"probability of given pattern (2,1): {ideal[(2,1,0,0,0,0,0,0)]:.6f}")
print(f"probability of three in given output: {ideal[one_port]:.6f}")
for k in (1, 2, 3):
    print(f"probability of {k} click(s): {clicks[k]:.6f}")
print(f"three-click probability: {100 * clicks[3]:.1f} percent")
print(f"mean number of clicks: {mean_clicks:.6f}")
print("INPUT PORTS, two photons in one port and one in another")
print(f"all in one half, one-port input: {bunch_one:.5f}")
print(f"all in one half, two-port input: {bunch_two:.5f}")
print(f"three photons separate in a half tree: {half_tree:.5f}")
print(f"three clicks, identical photons: {p3_two_port:.5f}")
print(f"three clicks, distinguishable: {p3_distinguishable:.5f}")
print("MORE OUTPUTS")
for outputs, value in larger.items():
    print(f"three clicks with {outputs} outputs: {value:.5f}")
print("NEGLECTED EFFECTS, rough typical inputs")
print(f"detector efficiency: {detector_eff:.2f}")
print(f"excess loss per layer: {loss_db_per_layer:.1f} dB")
print(f"number of layers: {layers}")
print(f"tree transmission: {tree_transmission:.4f}")
print(f"total efficiency per photon: {eta:.4f}")
print(f"larger splitter fraction: {kept:.2f}")
print(f"dark rate: {dark_rate:.0f} 1/s")
print(f"gate: {gate * 1e9:.0f} ns")
print(f"dark-click probability per gate: {d:.2e}")
print(f"pulse rate: {pulse_rate / 1e6:.0f} MHz")
print(f"recovery time constant: {recovery * 1e9:.0f} ns")
print(f"three clicks, detector efficiency only: {p3_detector:.4f}")
print(f"three clicks, detector and tree loss: {p3_loss:.4f}")
print(f"three clicks, imbalance only: {p3_uneven:.4f}")
print(f"smallest output probability: {p_out.min():.4f}")
print(f"largest output probability: {p_out.max():.4f}")
print(f"change by loss: {loss_change:.4f}")
print(f"change by imbalance: {uneven_change:.5f}")
print(f"change by dark counts: {dark_change:.2e}")
print(f"unrecovered fraction at next pulse: {residual:.1e}")
print(f"three clicks, loss+imbalance+dark: {p3_all:.4f}")
print("tests ok")
```

Output:

```
IDEAL DEVICE, three photons in one port
number of outputs: 8
ordered photon paths: 512
paths with three different outputs: 336
sets of three outputs: 56
probability of one given set: 0.011719
probability of given pattern (2,1): 0.005859
probability of three in given output: 0.001953
probability of 1 click(s): 0.015625
probability of 2 click(s): 0.328125
probability of 3 click(s): 0.656250
three-click probability: 65.6 percent
mean number of clicks: 2.640625
INPUT PORTS, two photons in one port and one in another
all in one half, one-port input: 0.25000
all in one half, two-port input: 0.75000
three photons separate in a half tree: 0.37500
three clicks, identical photons: 0.46875
three clicks, distinguishable: 0.65625
MORE OUTPUTS
three clicks with 8 outputs: 0.65625
three clicks with 16 outputs: 0.82031
three clicks with 32 outputs: 0.90820
NEGLECTED EFFECTS, rough typical inputs
detector efficiency: 0.90
excess loss per layer: 0.1 dB
number of layers: 3
tree transmission: 0.9333
total efficiency per photon: 0.8399
larger splitter fraction: 0.52
dark rate: 100 1/s
gate: 1 ns
dark-click probability per gate: 1.00e-07
pulse rate: 1 MHz
recovery time constant: 20 ns
three clicks, detector efficiency only: 0.4784
three clicks, detector and tree loss: 0.3889
three clicks, imbalance only: 0.6549
smallest output probability: 0.1106
largest output probability: 0.1406
change by loss: -0.2674
change by imbalance: -0.00135
change by dark counts: -1.31e-07
unrecovered fraction at next pulse: 1.9e-22
three clicks, loss+imbalance+dark: 0.3881
tests ok
```
